# Plasma density for ten percent neutral depletion at fixed gas pressure

## Problem

A weakly ionized plasma fills the gap between two parallel walls at $x=\pm L$. Electrons, ions and neutrals have uniform temperatures $T_e$, $T_i$ and $T_g$, with $T_i=T_g$. Pressure control holds the neutral pressure at the plasma edge at $p_0$. Estimate the central plasma density $n_0$ at which the plasma pressure lowers the central neutral density to 90 percent of $p_0/(kT_g)$.

Use the round model values $p_0=5$ Pa, $kT_e=3$ eV, $T_g=600$ K, $L=5$ cm and an ion-neutral charge-exchange cross section $\sigma=10^{-18}\ \mathrm{m^2}$. Repeat the estimate at 2 and 20 Pa.

The reference density $p_0/(kT_g)$ is taken at the actual gas temperature, so thermal expansion of the gas does not count as depletion here.

## Solution

### How electron pressure reaches the neutrals

Let $n$ be the common density of electrons and singly charged ions, $n_g$ the neutral density, and $u$ and $v$ the ion and neutral velocities along $x$. Ions and neutrals have nearly equal mass $m$. A prime denotes $d/dx$, and the half $x>0$ is considered.

Electron inertia and electron-neutral friction are neglected. The electric force on the electrons then balances their pressure gradient:

$$enE=-kT_e\,n'.$$

The density falls outward, so $n'<0$ and $E>0$: the field pushes ions towards the wall. The ion momentum equation is

$$(mnu^2)'=enE-kT_i\,n'-R ,$$

where $R$ is the momentum passed from ions to neutrals per unit volume and time. Substituting the field gives

$$(mnu^2)'+W n'=-R,\qquad W=k(T_e+T_i). \tag{1}$$

The electron pressure therefore acts first on the ions. The neutrals receive momentum only at the rate $R$:

$$(mn_gv^2)'+kT_g\,n_g'=+R. \tag{2}$$

For charge exchange of ions that share one local drift velocity, well above the thermal speed, and for ionization with rate coefficient $K$,

$$R=m\sigma n n_g|u-v|(u-v)-mKnn_gv .$$

The last term is present because a newborn ion brings the velocity $v$ of its parent neutral. Neutral viscosity is neglected, and the neutrals are assumed collisional enough to have an isotropic pressure.

Adding (1) and (2) removes $R$, and integration gives

$$n_gkT_g+nW+mnu^2+mn_gv^2=\text{constant}. \tag{3}$$

### Comparing the centre with the edge

Particle conservation reads $(nu)'=Knn_g$ and $(n_gv)'=-Knn_g$. The sum $nu+n_gv$ is therefore constant. Both velocities vanish at the centre by symmetry, so $n_gv=-nu$ everywhere: ions lost to the wall return as neutrals.

To locate the plasma edge, write $(mnu^2)'=mu(nu)'+mnuu'$ and $n'=[(nu)'-nu']/u$ in (1), then multiply by $u$:

$$n(W-mu^2)u'=(W+mu^2)(nu)'+Ru. \tag{4}$$

The right side is positive, so $u'$ diverges when $mu^2=W$. Quasineutrality fails there and the sheath begins. The edge speed is thus the Bohm speed $u_B=\sqrt{W/m}$.

Let $n_s$ and $n_{g,s}$ be the plasma and neutral densities at this edge, and define $h=n_s/n_0$. The four terms of (3) at the edge are

- neutral pressure: $n_{g,s}kT_g=p_0$;
- plasma pressure: $n_sW=hn_0W$;
- ion momentum flux: $mn_su_B^2=hn_0W$;
- neutral momentum flux: since $v_s=-n_su_B/n_{g,s}$, it is $mn_{g,s}v_s^2=n_s^2W/n_{g,s}=h^2n_0^2W/n_{g,s}$.

At the centre only the two pressures remain. Equating the two sums gives

$$n_g(0)kT_g+n_0W=p_0+2hn_0W+\frac{h^2n_0^2W}{n_{g,s}} .$$

With fractional depletion $\delta$, the central neutral pressure is $n_g(0)kT_g=(1-\delta)p_0$. Hence

$$\delta p_0=n_0W\left(1-2h-h^2\frac{n_0}{n_{g,s}}\right). \tag{5}$$

At weak ionization the last term is negligible, and

$$n_0\simeq\frac{\delta p_0}{k(T_e+T_i)\,(1-2h)} . \tag{6}$$

When $h\ll1/2$ this reduces to the bare pressure balance

$$n_{\rm bare}=\frac{\delta p_0}{k(T_e+T_i)} .$$

The factor $1-2h$ is the share of the central plasma pressure that is passed to the neutrals. The share $2h$ leaves the plasma at its edge as plasma pressure and ion momentum.

The factor also depends on which pressure is held fixed. If the whole sum (3), rather than the edge neutral pressure, were held at $p_0$, its value at the centre would give $n_0=\delta p_0/W$ without the correction.

### The case without friction

Set $\sigma=0$ but keep ionization. Neglecting the small velocity $v$, equation (1) becomes $(mnu^2+Wn)'=0$. Its central value $n_0W$ equals its edge value $2n_sW$, so $h=1/2$ and the leading term of (5) vanishes. The ions carry the plasma pressure to the wall, and there is no depletion at this order.

The small remainder follows from (2). Using $(n_gv)'=-Knn_g$,

$$(mn_gv^2)'=-mKnn_gv+mn_gvv' .$$

The first term equals the whole of $R$ when $\sigma=0$ and cancels it. What remains is

$$mvv'+kT_g\frac{n_g'}{n_g}=0,$$

so $\tfrac12mv^2+kT_g\ln n_g$ is constant. The neutral density is then slightly higher at the centre, where $v=0$, than at the edge. In this model, friction is what makes the plasma pressure deplete the centre.

### Finding the edge ratio

For weak ionization $|v|\ll u$ over the profile, and $R\simeq m\sigma nn_gu^2$. Define

$$w=\frac{u}{u_B},\qquad s=\frac{K}{\sigma u_B},$$

and insert $(nu)'=Knn_g$ into (4). After division by $nWu_B$,

$$(1-w^2)w'=\sigma n_g\,D,\qquad D=s+sw^2+w^3. \tag{7}$$

The neutral density appears only in the product $\sigma n_g\,dx$. Integrating from the centre ($w=0$) to the edge ($w=1$) gives the scaled neutral column

$$C=\sigma\int_0^Ln_g\,dx=\int_0^1\frac{1-w^2}{D}\,dw. \tag{8}$$

For the plasma density, divide $(nu)'=Knn_g$ by $nu$:

$$\frac{n'}{n}=\frac{\sigma n_gs}{w}-\frac{w'}{w}.$$

Division by $w'$, taken from (7), gives

$$\frac{d\ln n}{dw}=\frac{s(1-w^2)-D}{wD}=-\frac{w^2+2sw}{D},$$

because $s(1-w^2)-D=-2sw^2-w^3$. Therefore

$$\ln\frac1h=\int_0^1\frac{w^2+2sw}{D}\,dw. \tag{9}$$

Equations (8) and (9) determine $h$ from $C$, with $s$ as the parameter. The shape of the neutral profile does not matter at this order; its column does.

For a thick column, $s\ll1$. The main part of (9) is

$$\int_0^1\frac{w^2}{s+w^3}\,dw=\frac13\ln\frac{1+s}{s}\simeq\frac13\ln\frac1s,$$

so $h\simeq s^{1/3}$. In (8), the substitution $w=s^{1/3}t$ gives the leading term

$$C\simeq s^{-2/3}\int_0^\infty\frac{dt}{1+t^3}=\frac{2\pi}{3\sqrt3}\,s^{-2/3}.$$

Eliminating $s$ yields

$$h\simeq\left(\frac{2\pi}{3\sqrt3\,C}\right)^{1/2}\simeq\frac{1.10}{\sqrt C}. \tag{10}$$

With this friction law, the slow inverse square root means that the bare estimate needs a very thick gas layer to become accurate. Thermal motion adds friction and relaxes this requirement, as discussed in the last section.

### Numbers at 5 Pa

The gas temperature corresponds to $kT_g=0.0517$ eV. Thus

$$W=3.0517\ \mathrm{eV}=4.889\times10^{-19}\ \mathrm J,$$

and the bare estimate is

$$n_{\rm bare}=\frac{0.1\times5}{4.889\times10^{-19}}=1.02\times10^{18}\ \mathrm{m^{-3}}.$$

The reference neutral density is $p_0/(kT_g)=6.04\times10^{20}\ \mathrm{m^{-3}}$. Ignoring the thinning of the column by depletion,

$$C\simeq10^{-18}\times6.04\times10^{20}\times0.05=30.2 .$$

Solving (8) for this column gives $s=0.0071$, and (9) then gives $h=0.182$. Equation (6) becomes

$$n_0\simeq\frac{1.02\times10^{18}}{1-2(0.182)}\simeq1.61\times10^{18}\ \mathrm{m^{-3}}=1.61\times10^{12}\ \mathrm{cm^{-3}}.$$

This value belongs to the friction law assumed above, which omits thermal motion. Including that motion lowers the threshold to about $1.3\times10^{18}\ \mathrm{m^{-3}}$, as discussed in the last section.

As a check on the solution of the model, equations (1) and (2) were integrated together with particle conservation, keeping $v$, and adjusted to the given $L$ and edge pressure. The threshold is then $1.64\times10^{18}\ \mathrm{m^{-3}}$. The closed estimate lies 1.9 percent below this value. Depletion reduces the mean neutral density to 0.92 of the reference, which thins the column and raises $h$ to 0.1885. A test confirms that this $h$ agrees within one percent with (8) and (9) evaluated at the thinned column, so thinning accounts for most of the change in $h$.

At the threshold the central plasma density is 0.30 percent of the neutral density. The last term of (5) is then about $10^{-4}$, against $1-2h\simeq0.62$, and its neglect is justified.

If the plasma density is only $n_{\rm bare}$, the coupled equations give a depletion of 6.3 percent instead of ten. With friction switched off at the coupled threshold density, they give $h=0.4998$ and a depletion of $-0.0055$ percent: the centre is very slightly enriched, as derived above.

### Three pressures

All rows use the same $T_e$, $T_g$, $L$ and $\sigma$. Densities are in $10^{18}\ \mathrm{m^{-3}}$; $C$ and $h$ are those of the closed estimate.

| $p_0$ (Pa) | $C$ | $h$ | Bare | Eq. (6) | Coupled |
|---:|---:|---:|---:|---:|---:|
| 2 | 12.1 | 0.260 | 0.409 | 0.854 | 0.880 |
| 5 | 30.2 | 0.182 | 1.02 | 1.61 | 1.64 |
| 20 | 120.7 | 0.097 | 4.09 | 5.08 | 5.13 |

The bare estimate is proportional to pressure, but the coupled threshold rises only by a factor of 5.8 when the pressure rises tenfold. At low pressure a larger share of the plasma pressure goes to the wall, so the threshold exceeds the bare estimate by a larger factor. At 2 Pa the bare estimate is about a factor of two below the coupled result of this model. Equation (6) stays within 3 percent of the coupled result in all three rows.

The bare estimate falls ten percent below (6) when $2h=0.1$. With the assumed friction law this requires $C=476$, or about 79 Pa for the present $L$ and $T_g$; with thermal friction included, it happens below 20 Pa. The thick-column formula (10) serves for a quick hand estimate at high $C$, but at 2 Pa it gives $h\simeq0.32$ instead of 0.26, and the resulting threshold is about 30 percent above the value that (6) gives with the full quadratures.

### What the estimate assumes

**Ionization balance.** Equation (8) links $s$, which depends on $T_e$ through $K$ and $u_B$, to the neutral column. Temperature, pressure and gap width cannot all be chosen freely for a given gas. The values above describe a model gas whose rate coefficient meets this condition, and each row of the table needs a different one. In a given gas $T_e$ would adjust instead, and its new value would have to be used in $W$.

**Ion friction.** The assumed law requires ion drift well above the thermal speed. Here $\sqrt{kT_i/m}=0.13\,u_B$, and at 5 Pa roughly half of the column lies at drift speeds below this value. Thermal motion makes collisions more frequent, so the assumed law underestimates friction.

The size of the error follows from replacing $|u-v|(u-v)$ in $R$ by the average $\langle |\mathbf g|g_x\rangle$. Here $\mathbf g$ is the relative velocity of an ion and a neutral, with mean $u-v$ along $x$ and a Maxwellian spread of variance $2kT_g/m$ in each direction. With the same $\sigma$, friction becomes about 3 times larger at $u=0.13\,u_B$ and still 1.6 times larger at $0.3\,u_B$. At 5 Pa the closed estimate of $h$ falls from 0.18 to 0.10, and the coupled threshold falls from $1.64\times10^{18}$ to $1.30\times10^{18}\ \mathrm{m^{-3}}$. At 2 and 20 Pa the coupled thresholds become $0.67\times10^{18}$ and $4.4\times10^{18}\ \mathrm{m^{-3}}$.

The Maxwellian spread is itself a simplification. Charge exchange restarts each ion at the velocity of a neutral, so ions at one place have a range of drift speeds. Consider a cold gas and a uniform field that gives the ions an acceleration $a$. Free paths are exponentially distributed with mean $\lambda=1/(\sigma n_g)$, and an ion starting from rest covers a path $\ell$ in the time $\sqrt{2\ell/a}$. The mean time is $\sqrt{\pi\lambda/(2a)}$, so the mean speed satisfies $u^2=2a\lambda/\pi$. In steady drift the friction per ion equals $ma=(\pi/2)\,m\sigma n_gu^2$, which is $\pi/2$ times the value for ions sharing one velocity. The thresholds with thermal motion are therefore still estimates.

Equation (6) keeps its form when only the friction law is changed; stronger friction enters through a smaller $h$. The few-percent agreement above therefore measures the solution of the simpler model, not its accuracy for a real discharge.

**Gas heating.** If the chamber was filled at 300 K and the gas then warms to 600 K at the same edge pressure, expansion alone halves the neutral density. Ten percent depletion by plasma pressure brings it to $0.9\times0.5=0.45$ of the cold-fill density. A measured drop in neutral density must be corrected for gas temperature before it is compared with (6).

The uniform $T_g$ is itself an idealization, because the friction that pushes the neutrals also heats them. Take the mass of argon and a thermal conductivity near $0.03\ \mathrm{W\,m^{-1}K^{-1}}$. At the 5 Pa threshold the frictional work $R(u-v)$, summed over the half-gap, is then about $400\ \mathrm{W\,m^{-2}}$. Conducting half or all of this heat to the edge would leave the centre roughly 40 to 80 K hotter than the edge. That alone thins the centre by 6 to 12 percent, as much as the depletion estimated here, and the effect grows with pressure. In such a gas $\delta$ in (6) is to be read as the fractional drop of the central neutral pressure, and the density falls further by the ratio of edge to centre temperature.

The numerical output lists the values for the friction law without thermal motion.

## Table of computed values

```
Edge neutral pressure p0: 5.0 Pa
Electron temperature: 3.0 eV
Gas and ion temperature: 600 K
Gas and ion temperature as energy: 0.0517 eV
Sum k(Te+Ti): 3.0517 eV
Sum k(Te+Ti): 4.8894e-19 J
Half-width L: 0.050 m
Charge-exchange cross section: 1.0e-18 m^2
Target depletion: 10.0 percent
Reference neutral density: 6.0358e+20 m^-3
Friction mean free path: 1.657 mm
Scaled neutral column: 30.18 (dimensionless)
Ionization parameter s: 0.00713 (dimensionless)
Edge ratio h, closed estimate: 0.1823 (dimensionless)
Correction 1/(1-2h): 1.5740 (dimensionless)
Bare threshold estimate: 1.023e+18 m^-3
Bare threshold estimate: 1.023e+12 cm^-3
Corrected threshold: 1.610e+18 m^-3
Corrected threshold: 1.610e+12 cm^-3
Coupled-fluid threshold: 1.641e+18 m^-3
Coupled-fluid threshold: 1.641e+12 cm^-3
Coupled-fluid edge ratio h: 0.1885 (dimensionless)
Coupled-fluid s: 0.00801 (dimensionless)
Mean neutral density/reference: 0.9202
Closed minus coupled: -1.94 percent
Central plasma/neutral density: 0.302 percent
Depletion at bare density: 6.28 percent
Frictionless edge ratio h: 0.4998 (dimensionless)
Frictionless depletion: -0.0055 percent
At 2 Pa: column 12.07, h 0.2605
  bare 4.091e+17, corrected 8.538e+17 m^-3
  coupled 8.800e+17 m^-3, closed error -2.97 percent
At 5 Pa: column 30.18, h 0.1823
  bare 1.023e+18, corrected 1.610e+18 m^-3
  coupled 1.641e+18 m^-3, closed error -1.94 percent
At 20 Pa: column 120.72, h 0.0973
  bare 4.091e+18, corrected 5.079e+18 m^-3
  coupled 5.128e+18 m^-3, closed error -0.95 percent
Column for h = 0.05: 476.0 (dimensionless)
Pressure for h = 0.05 at this L and Tg: 78.9 Pa
Thick-column test: column 12086.6, h 0.009998
Thick-column limiting law: h 0.010002
Cold-fill temperature: 300 K
Density ratio from heating alone: 0.500
Density ratio with both effects: 0.450
```
